# The Kohn-Sham total energy from eigenvalues, at and away from self-consistency, part 3

The eigenvalue formula (14) for the Kohn-Sham energy is tested on neon ($Z=10$, $f_i=2,2,6$) in hartree atomic units, with nonrelativistic LDA, Slater exchange $\epsilon_x=-Cn^{1/3}$, $C=\frac34(\frac3\pi)^{1/3}$, and VWN5 correlation. Orbital $\phi_i$ has eigenvalue $\varepsilon_i$ and kinetic energy $t_i$. The density is $n$, with $Q(r)$ electrons inside $r$; $T_s=\sum_if_it_i$, $E_\text{ext}=\int n\,v_\text{ext}\,d^3r$, $v_\text{ext}=-Z/r$, $E_{xc}=\int n\,\epsilon_{xc}\,d^3r$, and $v_s=v_\text{ext}+v_H+v_{xc}$.

$$E = T_s + E_\text{ext} + E_H[n] + E_{xc}[n], \tag{2}$$

$$E_H[n+\delta n] = E_H[n] + \int v_H\,\delta n\,d^3r + E_H[\delta n],\qquad v_H(\mathbf r) = \int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' . \tag{5}$$

$$\int n\,v_H\,d^3r = 2E_H . \tag{6}$$

$$v_{xc}(\mathbf r) = \frac{d\,[n\,\epsilon_{xc}(n)]}{dn}\bigg|_{n(\mathbf r)} = \epsilon_{xc} + n\,\frac{d\epsilon_{xc}}{dn}. \tag{7}$$

$$\varepsilon_i = t_i + \langle v_s\rangle_i,\qquad \langle v_s\rangle_i = \int\phi_i^2\,v_s\,d^3r . \tag{11}$$

$$T_s = \sum_i f_i\varepsilon_i - \int n\,v_s\,d^3r . \tag{12}$$

$$\int n\,v_s\,d^3r = E_\text{ext} + 2E_H + \int n\,v_{xc}\,d^3r . \tag{13}$$

$$E = \sum_i f_i\varepsilon_i - E_H[n] + E_{xc}[n] - \int n\,v_{xc}\,d^3r . \tag{14}$$

$$\int n\,v_x\,d^3r = \tfrac43E_x,\qquad E_x - \int n\,v_x\,d^3r = -\tfrac13E_x > 0 . \tag{15}$$

$$v_H(r) = \frac{Q(r)}r + \int_r^\infty4\pi r'\,n(r')\,dr' . \tag{23}$$

$$E_H = \int_0^\infty\frac{Q\,Q'}{r}\,dr = \Big[\frac{Q^2}{2r}\Big]_0^\infty + \int_0^\infty\frac{Q^2}{2r^2}\,dr = \int_0^\infty\frac{Q^2}{2r^2}\,dr . \tag{24}$$

$v_H$ is largest at the nucleus, where it is $-E_\text{ext}/Z$.

In an iteration $n_\text{in}$ generates the potential and its orbitals give $n_\text{out}$. With $v_{Hxc}=v_H+v_{xc}$ and $E_{Hxc}=E_H+E_{xc}$, the expression $\sum f_i\varepsilon_i-\int n\,v_{Hxc}[n]\,d^3r+E_{Hxc}[n]$ is $E_\text{out}$ for $n=n_\text{out}$ and $E_{HF}$ (Harris-Foulkes) for $n=n_\text{in}$.

$$T_s[\text{out}] = \sum_i f_i\varepsilon_i - \int n_\text{out}\,\big(v_\text{ext} + v_{Hxc}[n_\text{in}]\big)\,d^3r . \tag{16}$$

$$E_{KS}[\text{out}] = \sum_i f_i\varepsilon_i - \int n_\text{out}\,v_{Hxc}[n_\text{in}]\,d^3r + E_{Hxc}[n_\text{out}] . \tag{17}$$

$$E_\text{out} - E_{KS}[\text{out}] = \int n_\text{out}\,\big(v_{Hxc}[n_\text{in}] - v_{Hxc}[n_\text{out}]\big)\,d^3r, \tag{18}$$

$$E_{KS}[\text{out}] - E_{HF} = E_{Hxc}[n_\text{out}] - E_{Hxc}[n_\text{in}] - \int v_{Hxc}[n_\text{in}]\,(n_\text{out} - n_\text{in})\,d^3r . \tag{19}$$

$$E_{HF} - E = \tfrac12\lambda^2\Big[\int w\,\delta_\text{out}\,d^3r - 2E_H[\delta_\text{in}] - \int f_{xc}\,\delta_\text{in}^2\,d^3r\Big] + O(\lambda^3), \tag{20}$$

Here $n$ is self-consistent, $n_\text{in}=n+\lambda\delta_\text{in}$, $n_\text{out}=n+\lambda\delta_\text{out}+O(\lambda^2)$, $w=dv_{Hxc}/d\lambda$ at $\lambda=0$, $f_{xc}=d^2(n\epsilon_{xc})/dn^2$.

The radial grid calculation started from $n_\text{start}=\frac{2\zeta_1^3}\pi e^{-2\zeta_1r}+\frac{8\zeta_2^5}{3\pi}r^2e^{-2\zeta_2r}$ ($\zeta_1=9.7$, $\zeta_2=2.925$ inverse bohr) and stopped at $\int|n_\text{out}-n_\text{in}|\,d^3r=9.4\times10^{-11}$ electrons. Definition (2) uses spline derivatives and no eigenvalues; (14) uses eigenvalues and grid sums.

The two functional derivatives are tested first. Along the direction $\eta = n\,e^{-r}$, with $r$ in bohr, the central difference $(F[n+s\eta] - F[n-s\eta])/2s$ with $s = 10^{-4}$ is compared with $\int v_F\,\eta$. For the field energy (24) the difference is $82.500925\,E_\mathrm h$, and $\int v_H\eta$ with $v_H$ from (23) is $82.500925\,E_\mathrm h$. By (5) the quadratic terms $E_H[\pm s\eta]$ cancel in the central difference, so for $E_H$ it has no step-size error. For exchange and correlation both numbers are $-10.731272\,E_\mathrm h$.

Relation (11) is tested shell by shell, with $t_i$ from the spline derivatives. In hartree,

$$1s:\quad 45.721051 - 76.026906 = -30.305855,$$

$$2s:\quad 5.211119 - 6.533928 = -1.322809,$$

$$2p:\quad 4.312388 - 4.810422 = -0.498034,$$

and the right sides are the eigenvalues returned by the solver, to all six decimals. The $2p$ eigenvalue is a small difference of two terms, each about nine times its size. Weighted with the occupations the eigenvalues add up to

$$\sum_if_i\varepsilon_i = -60.611709 - 2.645617 - 2.988205 = -66.245531\,E_\mathrm h .$$

With $\int n\,v_s = -193.984198\,E_\mathrm h$, relation (12) gives $T_s = -66.245531 + 193.984198 = 127.738667\,E_\mathrm h$, the value obtained from the gradients. The decomposition (13) reads $-309.988206 + 131.452977 - 15.448968 = -193.984197$, which differs in the last digit by rounding. Half of $\int n\,v_H = 131.452977\,E_\mathrm h$ is $65.726488\,E_\mathrm h$, equal to the field energy, which is the test of (6).

The definition (2) gives

$$E = 127.738667 - 309.988206 + 65.726488 - 11.710430 = -128.233481\,E_\mathrm h .$$

For formula (14) the exchange-correlation correction is $E_{xc} - \int n\,v_{xc} = -11.710430 + 15.448968 = 3.738538\,E_\mathrm h$, and

$$E = -66.245531 - 65.726488 + 3.738538 = -128.233481\,E_\mathrm h,$$

or $-3489.4$ eV. Before rounding, the formula exceeds the definition by $1.9\times10^{-10}\,E_\mathrm h$. A difference of this order is allowed by the unfinished iteration, because the formula is evaluated with the last output density and (18) applies. The Hartree part of (18) equals $\int v_H[n_\text{out}]\,(n_\text{in} - n_\text{out})$ by the symmetry of the Coulomb kernel, and its magnitude is at most the largest value of $v_H$, which is $309.99/10 = 31.0\,E_\mathrm h$, times the residual, or $2.9\times10^{-9}\,E_\mathrm h$. The exchange-correlation part of (18) is, to first order, $\int n f_{xc}\,(n_\text{in} - n_\text{out})$, at most the largest value of $|n f_{xc}|$, about $2.8\,E_\mathrm h$, times the residual, or $2.6\times10^{-10}\,E_\mathrm h$. The observed difference lies below the sum of the two bounds, and the output does not separate it into iteration and quadrature error.

The total correction is $-65.726488 + 3.738538 = -61.987950\,E_\mathrm h$, nearly as large as the eigenvalue sum itself. The sum, $-1802.6$ eV, is the fraction $0.5166$ of $E$. Formula (14) does not fix this fraction. It equals 1 for non-interacting electrons, and otherwise it depends on how large the total correction is relative to $E$ in each system. Leaving out the exchange-correlation correction alone would lower the energy by $3.74\,E_\mathrm h$, which is $2.9\%$ of $|E|$. The exchange energy is $E_x = -10.967049\,E_\mathrm h$, and $\tfrac43$ of it is $-14.622732\,E_\mathrm h$, the value found for $\int n\,v_x$; the program tests both against the explicit integral $-C\int n^{4/3}$. By (15) exchange contributes $10.967049/3 = 3.655683\,E_\mathrm h$ to the correction. Correlation has $E_c = -0.743381$ and $\int n\,v_c = -0.826236\,E_\mathrm h$ and contributes $0.082855\,E_\mathrm h$, and the two parts add up to $3.738538\,E_\mathrm h$, of which exchange is $97.8\%$. The ratio $0.826236/0.743381 = 1.11$ plays the part of the degree $k$ for correlation at this density. It is nearer to 1 than $4/3$ is, which states that over the densities of the neon atom $\epsilon_c$ varies more slowly in relative terms than $n^{1/3}$.

Agreement of (14) with (2) is a necessary consequence of the orbitals being eigenfunctions in the potential of their own density, but by (18) it tests only one integral of the mismatch between input and output potentials. A separate condition, the virial relation, tests the stationarity of the energy under one particular variation, a uniform scaling of the orbitals, and uses no eigenvalues. Consider the scaled orbitals $\phi_{i,\gamma}(\mathbf r) = \gamma^{3/2}\phi_i(\gamma\mathbf r)$. The substitution $\mathbf r' = \gamma\mathbf r$, $d^3r = d^3r'/\gamma^3$, shows that they remain orthonormal, and their density is $n_\gamma(\mathbf r) = \gamma^3n(\gamma\mathbf r)$. Under the same substitution each gradient brings a factor $\gamma$, so $T_s\to\gamma^2T_s$. Each inverse distance brings a factor $\gamma$, so $E_\text{ext}\to\gamma E_\text{ext}$ for a nucleus at the origin and $E_H\to\gamma E_H$. The LDA energy becomes $\int n(\mathbf r')\,\epsilon_{xc}(\gamma^3n(\mathbf r'))\,d^3r'$, whose derivative at $\gamma=1$ is $3\int n^2\,d\epsilon_{xc}/dn = 3\int n\,(v_{xc} - \epsilon_{xc})$ by (7). Scaling is an allowed variation, so $dE/d\gamma = 0$ at $\gamma=1$:

$$2T_s + E_\text{ext} + E_H + 3\int n\,(v_{xc} - \epsilon_{xc})\,d^3r = 0 . \tag{27}$$

For neon the positive terms are $255.477334 + 65.726488 = 321.203822$ and the negative ones $-309.988206 - 11.215615 = -321.203821$, and the unrounded residual is $-4.7\times10^{-10}\,E_\mathrm h$. Subtracting (27) from (2) gives $E = -T_s + E_{xc} - 3\int n(v_{xc}-\epsilon_{xc})$. The exchange part drops out, since by (15) $3(\tfrac43-1)E_x = E_x$, and

$$E = -T_s + E_c + 3\Big(E_c - \int n\,v_c\,d^3r\Big) = -127.73867 - 0.74338 + 0.24857 = -128.23348\,E_\mathrm h .$$

In an exchange-only LDA atom the total energy would be exactly $-T_s$. With correlation included the two differ, here by $0.495\,E_\mathrm h$.

A third evaluation shares neither grid nor solver with the radial one. The same functional is minimized in a basis of 28 $s$ and 19 $p$ sets of Gaussian functions with exponents $0.05\times2^k$ bohr$^{-2}$, $k = 0,1,2,\dots$, which makes $28 + 3\times19 = 85$ functions, with analytic kinetic and Coulomb integrals. It gives $E = -128.233481\,E_\mathrm h$, higher than the radial eigenvalue formula by $6.4\times10^{-7}\,E_\mathrm h$. The positive sign is what a restriction of the variational freedom produces, provided the quadrature error of $E_{xc}$ in the Gaussian calculation is smaller than this. The eigenvalues are $-30.30586$, $-1.32281$ and $-0.49804\,E_\mathrm h$, within about $10^{-5}\,E_\mathrm h$ of the radial ones. The components are $T_s = 127.73869$ and $E_H = 65.72651\,E_\mathrm h$, each about $2\times10^{-5}\,E_\mathrm h$ above the radial values $127.73867$ and $65.72649$, and $E_{xc} = -11.71043\,E_\mathrm h$. These offsets in the parts do not measure the basis. The Gaussian iteration is stopped at an energy threshold of $10^{-8}\,E_\mathrm h$. The remaining orbital error enters the separate terms at first order and the stationary total only at second order. Converging the iteration further brings $T_s$ and $E_H$ within about $10^{-6}\,E_\mathrm h$ of the radial values and leaves the offset of the total, which comes from the finite basis, at $6.4\times10^{-7}\,E_\mathrm h$.

The behaviour away from self-consistency is examined with $n_\text{in} = n + \lambda\,(n_\text{start} - n)$, so that $\lambda=1$ is the first iteration of the calculation. For each $\lambda$ the radial equation is solved once, and $E_{KS}[\text{out}]$ is evaluated from the definition with the spline derivatives. The program tests the exact relations (16), (18) and (19) and the inequality $E_{KS}[\text{out}]>E$ at all three values of $\lambda$. The errors, in hartree and relative to the converged energy from the definition, are these.

| $\lambda$ | $E_\text{out}-E$ | $E_{HF}-E$ | $E_{KS}[\text{out}]-E$ |
|---|---|---|---|
| 1 | $9.148$ | $-0.2012$ | $0.3490$ |
| 0.01 | $8.225\times10^{-2}$ | $-2.034\times10^{-5}$ | $2.479\times10^{-5}$ |
| 0.005 | $4.110\times10^{-2}$ | $-5.084\times10^{-6}$ | $6.186\times10^{-6}$ |

Halving $\lambda$ from $0.01$ to $0.005$ divides a first-order error by 2 and a second-order error by 4. The ratios found, and tested, are $2.001$, $4.001$ and $4.007$. At $\lambda = 0.01$ the same eigenvalues give an error of $0.082\,E_\mathrm h$ with the output density in the correction terms and $2.0\times10^{-5}\,E_\mathrm h$ in magnitude with the input density, a ratio of $8.225\times10^{-2}/2.034\times10^{-5}\approx4000$, and this ratio grows as $1/\lambda$. At the first iteration the errors are $9.148/128.2 = 7.1\%$ of $|E|$ for $E_\text{out}$ and $0.2012/128.2 = 0.16\%$ for $E_{HF}$. The Harris-Foulkes value lies below $E$ in all three cases, so along this direction in neon the first two terms of (20) outweigh the third, and $E_{HF}$ and $E_{KS}[\text{out}]$ enclose the converged energy. The upper side of this enclosure follows from the minimum property, and the lower side is an observation for this case. The width of the enclosure is the remainder (19), equal to $0.3490 + 0.2012 = 0.5502\,E_\mathrm h$ at $\lambda=1$.

The leading orders extend to $\lambda=1$ unequally. Scaling the $\lambda=0.01$ errors up by $100$, $10^4$ and $10^4$ predicts $8.22$, $-0.203$ and $0.248\,E_\mathrm h$, against the computed $9.15$, $-0.201$ and $0.349\,E_\mathrm h$. At $\lambda=1$ the quadratic law reproduces the Harris-Foulkes error to about one per cent of itself, an agreement that is partly accidental, since $(E_{HF}-E)/\lambda^2$ drifts to about $-0.208\,E_\mathrm h$ near $\lambda=0.7$, between two and three per cent from its small-$\lambda$ value, before turning back, while the computed $E_{KS}[\text{out}]-E$ exceeds its quadratic estimate by about forty per cent. The derivation fixes only the leading power and does not account for this difference in the higher orders.

For the decision about an unconverged calculation these results give a definite rule, valid when the occupations do not change between iterations. Either the correction terms of (14) are all built from the density that generated the potential, or the kinetic energy is taken from (16) with $n_\text{out}$ multiplying the input potential, which is (17). In both cases the energy error is quadratic in the density error, so that, close enough to self-consistency for the leading order to dominate, each factor of ten gained in the density gains a factor of a hundred in the energy. With $n_\text{out}$ in all the correction terms the error is linear, about $8.2\lambda\,E_\mathrm h$ along the direction examined, and an energy good to $10^{-6}\,E_\mathrm h$ would need $\lambda$ near $10^{-7}$, whereas the Harris-Foulkes error $0.20\lambda^2\,E_\mathrm h$ reaches the same size at $\lambda\approx2\times10^{-3}$.

None of these agreements measures the quality of the LDA, since (14) is an identity within whatever functional is used. As a rough size, the LDA total energy of neon lies above the exact nonrelativistic one by somewhat less than one hartree, so of the digits in $-128.233481$ only the leading ones describe the atom and the rest describe the model. The eigenvalues enter (14) as Lagrange multipliers, and the formula gives them no meaning as removal energies. The $2p$ value of $-0.498\,E_\mathrm h$ is far from the negative of the measured first ionization energy, which is roughly $0.8\,E_\mathrm h$, and this discrepancy leaves the identity between (14) and (2) untouched.

## Values computed for the example and the checks

```
Z = 10, grid points = 378, step in ln r = 0.1
r_min = 1.71e-15 bohr, r_max = 40.45 bohr
start density exponents = 9.7, 2.925 1/bohr, mixing = 0.35
hydrogen-like test, max deviation = 1.8e-12 Eh
SCF iterations = 54, residual = 9.4e-11 electrons
electron number = 10.00000000
1s: f = 2, eps = -30.305855, t = 45.721051, <v_s> = -76.026906, f*eps = -60.611709 Eh
2s: f = 2, eps = -1.322809, t = 5.211119, <v_s> = -6.533928, f*eps = -2.645617 Eh
2p: f = 6, eps = -0.498034, t = 4.312388, <v_s> = -4.810422, f*eps = -2.988205 Eh
T_s (definition) = 127.738667 Eh
E_ext (definition) = -309.988206 Eh
E_H (field energy) = 65.726488 Eh
E_xc (definition) = -11.710430 Eh
E (definition) = -128.233481 Eh
sum f eps = -66.245531 Eh
int n v_H = 131.452977 Eh
E_H = half int n v_H = 65.726488 Eh
E_xc (grid) = -11.710430 Eh
int n v_xc = -15.448968 Eh
E_xc - int n v_xc = 3.738538 Eh
int n v_s = -193.984198 Eh
total correction = -61.987950 Eh
E (eigenvalue formula) = -128.233481 Eh
E_x = -10.967049 Eh
int n v_x = -14.622732 Eh
-E_x/3 = 3.655683 Eh
E_c = -0.743381 Eh
int n v_c = -0.826236 Eh
E_c - int n v_c = 0.082855 Eh
3 int n (v_xc - eps_xc) = -11.215615 Eh
formula - definition = 1.9e-10 Eh
E = -3489.411 eV, sum f eps = -1802.633 eV
sum f eps / E = 0.5166
virial residual = -4.7e-10 Eh
eta = n exp(-r), difference step = 1e-04
dE_H: difference 82.500925, int v_H eta 82.500925 Eh
dE_xc: difference -10.731272, int v_xc eta -10.731272 Eh
lambda = 1.0: error n_out formula 9.1481e+00, Harris-Foulkes -2.0121e-01, KS[out] 3.4900e-01 Eh
lambda = 0.01: error n_out formula 8.2248e-02, Harris-Foulkes -2.0343e-05, KS[out] 2.4790e-05 Eh
lambda = 0.005: error n_out formula 4.1101e-02, Harris-Foulkes -5.0843e-06, KS[out] 6.1859e-06 Eh
error ratios on halving lambda = 2.001, 4.001, 4.007
Gaussian basis 28s19p, exponents 0.05*2^k 1/bohr^2, functions = 85
Gaussian E = -128.233481 Eh, minus radial = 6.4e-07 Eh
Gaussian eps 1s, 2s, 2p = -30.30586, -1.32281, -0.49804 Eh
Gaussian T_s = 127.73869, E_H = 65.72651, E_xc = -11.71043 Eh
```
